# Does a straight inverse-density plot prove recombination in a pulsed plasma?: verification in Python

```python
# Result under test: if n(t) = n0 exp(-nu t) falls by a factor R, then 1/n
# fits a straight line in t with largest fractional deviation
#   e(R) = tanh(g/2),  g = ln c + 1/c - 1,  c = (R-1)/ln R,
# which is about 3 percent for R = 2, although nothing recombines.
# Symbols: n density, n0 its value when the window opens, nu loss rate,
# x = nu t, y = n0/n, k recombination coefficient, D diffusion coefficient.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, linprog
from scipy.special import j1, jn_zeros
from scipy.stats import chi2, ncx2


def best_line(x, y, weight):
    """Line a + b x with least max of weight*|a + b x - y| (linear program)."""
    rows = np.column_stack([weight, weight * x])
    minus_one = -np.ones((len(x), 1))
    matrix = np.vstack([np.hstack([rows, minus_one]),
                        np.hstack([-rows, minus_one])])
    bound = np.concatenate([weight * y, -weight * y])
    answer = linprog([0, 0, 1], A_ub=matrix, b_ub=bound,
                     bounds=[(None, None)] * 3, method="highs")
    assert answer.success
    return answer.x


def chord_slope(R):
    return (R - 1) / np.log(R)


def log_gap(R):
    c = chord_slope(R)
    return np.log(c) + 1 / c - 1


def deviation(R):
    return np.tanh(log_gap(R) / 2)


# Best line: closed formula against a numerical search over all lines
for R in (1.5, 2.0, 4.0, 10.0):
    x = np.linspace(0, np.log(R), 401)
    y = np.exp(x)
    a, b, err = best_line(x, y, 1 / y)
    assert abs(err - deviation(R)) < 2e-5  # finite grid spacing
    assert abs(b / ((1 - deviation(R)) * chord_slope(R)) - 1) < 1e-3
e2, c2 = deviation(2.0), chord_slope(2.0)
assert e2 < 0.05
R_five = brentq(lambda R: deviation(R) - 0.05, 1.5, 5)
x = np.linspace(0, np.log(R_five), 401)
assert abs(best_line(x, np.exp(x), np.exp(-x))[2] - 0.05) < 2e-5

# Mirror case: pure recombination drawn as ln n against time
s = np.linspace(0, 1, 401)
mirror = best_line(s, -np.log(1 + s), np.ones_like(s))[2]
assert abs(mirror - log_gap(2.0) / 2) < 2e-5

# Least squares on dense data, unweighted and with fractional weights
ell = np.log(2)
x = (np.arange(20000) + 0.5) * ell / 20000
y = np.exp(x)
slope_ls, icpt_ls = np.polyfit(x, y, 1)
slope_formula = 6 * (3 * ell - 2) / ell**3
icpt_formula = 1 / ell - slope_formula * ell / 2
assert abs(slope_ls - slope_formula) < 1e-6
assert abs(icpt_ls - icpt_formula) < 1e-6
r_squared = np.corrcoef(x, y)[0, 1]**2
r2_formula = slope_formula**2 * ell**2 / 12 / (1.5 / ell - 1 / ell**2)
assert abs(r_squared - r2_formula) < 1e-6
first_miss = 1 - icpt_ls
assert first_miss > 0.05
columns = np.column_stack([1 / y, x / y])
coef = np.linalg.lstsq(columns, np.ones_like(x), rcond=None)[0]
ends = np.array([0, ell])
weighted_miss = np.max(np.abs((coef[0] + coef[1] * ends) / np.exp(ends) - 1))
weighted_miss = max(weighted_miss, np.max(np.abs(columns @ coef - 1)))
assert weighted_miss < 0.05

# Chance that noisy data expose the false line (5 percent test level)
points, noise = 11, 0.05
rng = np.random.default_rng(7)
power = {}
for R in (2.0, 10.0):
    x = np.linspace(0, np.log(R), points)
    columns = np.column_stack([np.exp(-x), x * np.exp(-x)])
    one = np.ones(points)
    rest = one - columns @ np.linalg.lstsq(columns, one, rcond=None)[0]
    limit = chi2.isf(0.05, points - 2)
    power[R] = ncx2.sf(limit, points - 2, rest @ rest / noise**2)
    data = 1 + noise * rng.standard_normal((points, 20000))
    fit = columns @ np.linalg.lstsq(columns, data, rcond=None)[0]
    rejected = np.mean(np.sum((data - fit)**2, axis=0) / noise**2 > limit)
    assert abs(rejected - power[R]) < 0.015  # sampling error of 20000 trials

# Changing the starting density separates the two laws
ratio = {}
for order in (1, 2):
    slopes = []
    for start in (1.0, 0.5):
        t_end = np.log(2) if order == 1 else 1 / start
        t = np.linspace(0, t_end, 201)
        run = solve_ivp(lambda _, n: -n**order, (0, t_end), [start],
                        t_eval=t, rtol=1e-10, atol=1e-12)
        inverse = 1 / run.y[0]
        slopes.append(best_line(t, inverse, 1 / inverse)[1])
    ratio[order] = slopes[1] / slopes[0]
assert abs(ratio[1] - 2) < 1e-3 and abs(ratio[2] - 1) < 1e-3

# Worked example: ion-ion stage of a pulsed SF6 plasma, rough inputs
p_mTorr, T, gap, radius = 10.0, 300.0, 5.0, 15.0  # mTorr, K, cm, cm
mob0, n0, k_true = 0.7, 1e8, 1e-7  # cm2/Vs, cm^-3, cm3/s
k_attach, ion_mass_u = 1e-8, 127.0  # cm3/s, SF5+ mass in u
kT = const.k * T
N_gas = p_mTorr * 1e-3 * const.torr / kT * 1e-6  # cm^-3
loschmidt = const.physical_constants[
    "Loschmidt constant (273.15 K, 101.325 kPa)"][0] * 1e-6
mobility = mob0 * loschmidt / N_gas
D = mobility * kT / const.e  # cm2/s
nu = D * np.pi**2 / gap**2
k_app = (1 - e2) * c2 * nu / n0

# Diffusion equation from a flat profile, solved on a grid
m = 201
h = gap / (m + 1)
operator = D / h**2 * (2 * np.eye(m) - np.eye(m, k=1) - np.eye(m, k=-1))
rates, modes = np.linalg.eigh(operator)
assert abs(rates[0] / nu - 1) < 1e-3
weights = modes[m // 2] * (modes.T @ np.ones(m))
delay = 1 / nu
t = np.linspace(0, np.log(2) / nu, 201)
centre = np.exp(-np.outer(t + delay, rates)) @ weights
density = n0 * centre / centre[0]
inv = n0 / density
a, b, err_grid = best_line(nu * t, inv, 1 / inv)
k_grid = b * nu / n0
assert abs(err_grid - e2) < 5e-4  # small remainder of higher modes
assert abs(k_grid / k_app - 1) < 5e-3
third_mode = np.exp(-8 * nu * delay) / 3
grid_third = abs(weights[2] / weights[0]) * np.exp(
    -(rates[2] - rates[0]) * delay)
assert abs(grid_third / third_mode - 1) < 0.02

# Neglected effects
beta = k_true * n0 / nu
x_end = np.log((2 + beta) / (1 + beta))
x = np.linspace(0, x_end, 401)
run = solve_ivp(lambda _, n: -n - beta * n**2, (0, x_end), [1.0],
                t_eval=x, rtol=1e-10, atol=1e-12)
mixed = 1 / run.y[0]
assert np.max(np.abs(mixed - ((1 + beta) * np.exp(x) - beta))) < 1e-7
err_mixed = best_line(x, mixed, 1 / mixed)[2]
speed = 100 * np.sqrt(8 * kT / (np.pi * ion_mass_u * const.atomic_mass))
free_path = 3 * D / speed
wall = speed / (2 * D)  # inverse extrapolation length, 1/cm
q = brentq(lambda q: q * np.sin(q * gap / 2) - wall * np.cos(q * gap / 2),
           1e-6, np.pi / gap)
nu_wall = D * q**2
zeros = jn_zeros(0, 60)
Dt = D * (delay + t[-1])
edge = 1 - np.sum(2 / (zeros * j1(zeros)) * np.exp(-zeros**2 * Dt / radius**2))
debye = 100 * np.sqrt(const.epsilon_0 * kT / (2 * n0 * 1e6 * const.e**2))

print(f"Chord slope c for R=2: {c2:.4f}")
print(f"Log gap g for R=2: {log_gap(2.0):.5f}")
print(f"Peak ratio M of chord to curve: {np.exp(log_gap(2.0)):.5f}")
print(f"Position x* of the peak: {1 - 1 / c2:.4f}")
print(f"Best-line deviation, R=2: {100 * e2:.2f} %")
print(f"Best-line deviation, R=4: {100 * deviation(4.0):.1f} %")
print(f"Best-line deviation, R=10: {100 * deviation(10.0):.1f} %")
print(f"Density factor R at which deviation is 5 %: {R_five:.3f}")
print(f"Recombination on log plot, deviation in ln n: {mirror:.5f}")
print(f"Unweighted fit: slope {slope_ls:.4f}, intercept {icpt_ls:.4f}")
print(f"Unweighted fit, miss at first point: {100 * first_miss:.2f} %")
print(f"Unweighted fit, squared correlation: {r_squared:.4f}")
print(f"Fractionally weighted fit, largest miss: {100 * weighted_miss:.2f} %")
print(f"Noise test: {points} points, noise {100 * noise:.0f} %, level 5 %")
print(f"Chance to reject false line, R=2: {100 * power[2.0]:.1f} %")
print(f"Chance to reject false line, R=10: {100 * power[10.0]:.1f} %")
print(f"Slope ratio on halving n0, exponential decay: {ratio[1]:.3f}")
print(f"Slope ratio on halving n0, recombination: {ratio[2]:.3f}")
print(f"Pressure: {p_mTorr:.0f} mTorr; gas temperature: {T:.0f} K")
print(f"Gap: {gap:.0f} cm; plate radius: {radius:.0f} cm")
print(f"Reduced mobility: {mob0:.1f} cm2/Vs; n0: {n0:.1e} cm^-3")
print(f"Gas density: {N_gas:.3e} cm^-3")
print(f"Ion mobility: {mobility:.3e} cm2/Vs")
print(f"Diffusion coefficient: {D:.0f} cm2/s")
print(f"Loss rate nu: {nu:.1f} 1/s; decay time: {1e3 / nu:.3f} ms")
print(f"Time to halve the density: {1e3 * np.log(2) / nu:.3f} ms")
print(f"Time of largest positive deviation: {1e3 * (1 - 1 / c2) / nu:.3f} ms")
print(f"Deviation from grid solution: {100 * err_grid:.2f} %")
print(f"False coefficient, formula: {k_app:.3e} cm3/s")
print(f"False coefficient, grid solution: {k_grid:.3e} cm3/s")
print(f"Rough true coefficient (input): {k_true:.1e} cm3/s")
print(f"False over true coefficient: {k_app / k_true:.0f}")
print(f"True recombination rate over nu at start: {100 * beta:.2f} %")
print(f"Deviation with true recombination added: {100 * err_mixed:.2f} %")
print(f"Ion mass: {ion_mass_u:.0f} u; mean speed: {speed:.3e} cm/s")
print(f"Ion mean free path: {free_path:.3f} cm")
print(f"Change of nu by finite free path: {100 * (nu_wall / nu - 1):.1f} %")
print(f"Third-mode share at window start: {100 * third_mode:.4f} %")
print(f"Edge loss at centre by window end: {100 * edge:.1e} %")
print(f"Debye length at n0: {debye:.4f} cm")
print(f"Rough attachment coefficient (input): {k_attach:.1e} cm3/s")
print(f"Leftover electron lifetime: {1e6 / (k_attach * N_gas):.2f} us")
print("finished without a failed check")
```

Printed output:

```
Chord slope c for R=2: 1.4427
Log gap g for R=2: 0.05966
Peak ratio M of chord to curve: 1.06148
Position x* of the peak: 0.3069
Best-line deviation, R=2: 2.98 %
Best-line deviation, R=4: 11.7 %
Best-line deviation, R=10: 30.0 %
Density factor R at which deviation is 5 %: 2.459
Recombination on log plot, deviation in ln n: 0.02983
Unweighted fit: slope 1.4313, intercept 0.9467
Unweighted fit, miss at first point: 5.33 %
Unweighted fit, squared correlation: 0.9921
Fractionally weighted fit, largest miss: 3.94 %
Noise test: 11 points, noise 5 %, level 5 %
Chance to reject false line, R=2: 12.2 %
Chance to reject false line, R=10: 100.0 %
Slope ratio on halving n0, exponential decay: 2.000
Slope ratio on halving n0, recombination: 1.000
Pressure: 10 mTorr; gas temperature: 300 K
Gap: 5 cm; plate radius: 15 cm
Reduced mobility: 0.7 cm2/Vs; n0: 1.0e+08 cm^-3
Gas density: 3.219e+14 cm^-3
Ion mobility: 5.843e+04 cm2/Vs
Diffusion coefficient: 1511 cm2/s
Loss rate nu: 596.3 1/s; decay time: 1.677 ms
Time to halve the density: 1.162 ms
Time of largest positive deviation: 0.515 ms
Deviation from grid solution: 2.98 %
False coefficient, formula: 8.347e-06 cm3/s
False coefficient, grid solution: 8.344e-06 cm3/s
Rough true coefficient (input): 1.0e-07 cm3/s
False over true coefficient: 83
True recombination rate over nu at start: 1.68 %
Deviation with true recombination added: 2.95 %
Ion mass: 127 u; mean speed: 2.236e+04 cm/s
Ion mean free path: 0.203 cm
Change of nu by finite free path: -10.0 %
Third-mode share at window start: 0.0112 %
Edge loss at centre by window end: 4.0e-04 %
Debye length at n0: 0.0085 cm
Rough attachment coefficient (input): 1.0e-08 cm3/s
Leftover electron lifetime: 0.31 us
finished without a failed check
```
